# Flat-band shift from electrons trapped in a silicon dioxide film

## Question

A metal–oxide–silicon capacitor has a metal gate, a silicon dioxide film and a p-type silicon substrate. After a tunnelling current has passed through the oxide, $N=10^{12}\ \mathrm{cm^{-2}}$ electrons remain trapped in a thin sheet parallel to the gate, at a distance $x=5$ nm from it.

The $x'$ axis runs from the gate surface, $x'=0$, to the silicon surface, $x'=t$. The electric field $E$ is positive when it points towards the silicon. The elementary charge is $q>0$, so an electron carries $-q$. Treat the layers as planar and the trapped charge as laterally uniform. Before trapping, the oxide holds no charge; afterwards it holds the sheet alone, which stays fixed while the gate voltage is varied.

Data: $q=1.6022\times10^{-19}$ C, $\varepsilon_0=8.8542\times10^{-14}$ F/cm, relative permittivity of the oxide 3.9. The oxide thickness $t$ is needed from part (c) onwards, where it is 12 nm.

The flat-band voltage is the gate voltage, relative to the silicon bulk, at which the electrostatic potential is uniform throughout the silicon.

- **(a)** Find the field on each side of the sheet at flat band, and the charge on the gate.
- **(b)** Find the change in flat-band voltage caused by the trapped electrons, with its sign.
- **(c)** The gate is held at the flat-band voltage that applied before trapping. Which way does the surface potential of the silicon move, and how is the charge that balances the electrons shared between gate and silicon?
- **(d)** How does the trapped sheet change the whole capacitance–voltage curve?
- **(e)** What would the flat-band shift be if the same electrons lay at the silicon surface, or 5 nm from the silicon? Extend the result to electrons spread through the oxide.
- **(f)** What can be inferred about $N$ and $x$ from a measured flat-band shift, and what kind of second measurement would separate them?
- **(g)** Under what conditions does the answer to (b) fail?

## Model answers

### (a) Fields and gate charge at flat band

At flat band the potential in the silicon is uniform, so the field there is zero. At the boundary between oxide and silicon the normal component of $\varepsilon E$ is continuous, because no charge has been placed on that boundary. The field just inside the oxide is therefore zero too. Between the sheet and the silicon there is no charge, so the field keeps this value across the whole region:

$$E_2=0 \qquad (x<x'<t).$$

Let $E_1$ be the field between gate and sheet. Apply Gauss's law to a flat box of unit area that encloses the sheet. The outward flux is $+\varepsilon_{ox}E_2$ through the face towards the silicon and $-\varepsilon_{ox}E_1$ through the face towards the gate. The enclosed charge is $-qN$. Hence

$$\varepsilon_{ox}(E_2-E_1)=-qN .$$

With $E_2=0$ this gives

$$E_1=\frac{qN}{\varepsilon_{ox}} .$$

The field is positive: it points from the gate towards the electrons, as it must if it ends on negative charge. There is no field inside the metal, so the gate charge per area is

$$Q_g=\varepsilon_{ox}E_1=+qN .$$

At flat band the gate carries the whole of the balancing charge, and the silicon carries none.

The numbers are

$$qN=(1.6022\times10^{-19}\ \mathrm{C})(10^{12}\ \mathrm{cm^{-2}})=1.6022\times10^{-7}\ \mathrm{C/cm^2},$$

$$\varepsilon_{ox}=3.9\times8.8542\times10^{-14}\ \mathrm{F/cm}=3.4531\times10^{-13}\ \mathrm{F/cm},$$

$$E_1=\frac{1.6022\times10^{-7}}{3.4531\times10^{-13}}\ \mathrm{V/cm}=4.640\times10^{5}\ \mathrm{V/cm}=0.4640\ \mathrm{MV/cm}.$$

### (b) The flat-band shift

The gate voltage $V_G$ differs from the electrostatic potential difference between gate and silicon bulk by a constant $W$, which comes from the difference in work function of the two materials:

$$V_G-W=\phi(0)-\phi(\text{bulk}) .$$

Before trapping, flat band means no field anywhere in the charge-free oxide. The right-hand side is then zero, and the flat-band voltage is $W$.

After trapping, the potential difference at flat band is the integral of the field from gate to bulk. The region between gate and sheet contributes, while the rest of the oxide and the silicon have zero field:

$$V_{FB}-W=\int_0^x E_1\,dx'+\int_x^t 0\,dx'=E_1x .$$

Trapping does not alter the work functions, so $W$ cancels when the old flat-band voltage is subtracted from the new one:

$$\boxed{\Delta V_{FB}=\frac{qNx}{\varepsilon_{ox}}}$$

With $x=5$ nm $=5\times10^{-7}$ cm,

$$\Delta V_{FB}=(4.640\times10^{5}\ \mathrm{V/cm})(5\times10^{-7}\ \mathrm{cm})=+0.232\ \mathrm{V}.$$

The input permittivity has two figures, so the answer is $+0.23$ V, or about 230 mV.

The same result follows from regarding gate and sheet as the plates of a capacitor. Its capacitance per area is $C_g=\varepsilon_{ox}/x=0.6906\ \mathrm{\mu F/cm^2}$, and

$$\frac{qN}{C_g}=\frac{0.16022\ \mathrm{\mu C/cm^2}}{0.6906\ \mathrm{\mu F/cm^2}}=0.232\ \mathrm{V}.$$

The oxide thickness has not entered. At flat band the part of the oxide beyond the sheet has no field, so making it thicker adds no voltage. A numerical solution of the nonlinear Poisson equation through oxide and silicon tests this: oxides 12 nm and 20 nm thick both give a shift of $+0.2320$ V.

### (c) The gate held at the old flat-band voltage

Let $V=V_G-W$ be the gate voltage measured from the old flat-band voltage. Let $\phi_s$ be the potential at the silicon surface relative to the bulk, and $Q_s$ the charge per area in the silicon. The field need no longer vanish beyond the sheet.

Gauss's law for a box that starts in the oxide beyond the sheet and ends in the field-free silicon bulk gives $-\varepsilon_{ox}E_2=Q_s$, so

$$E_2=-\frac{Q_s}{\varepsilon_{ox}} .$$

The condition at the sheet, $\varepsilon_{ox}(E_2-E_1)=-qN$, gives

$$E_1=E_2+\frac{qN}{\varepsilon_{ox}} .$$

The total voltage is the sum of the two oxide drops and the surface potential:

$$V=E_1x+E_2(t-x)+\phi_s=E_2t+\frac{qNx}{\varepsilon_{ox}}+\phi_s .$$

Insert $E_2$ and write $C_{ox}=\varepsilon_{ox}/t$:

$$V=\phi_s-\frac{Q_s(\phi_s)}{C_{ox}}+\frac{qNx}{\varepsilon_{ox}} . \qquad (1)$$

At the old flat-band voltage $V=0$, so

$$\phi_s-\frac{Q_s}{C_{ox}}=-\frac{qNx}{\varepsilon_{ox}}<0 .$$

In equilibrium a positive surface potential repels holes and attracts electrons, which makes $Q_s$ negative; a negative one makes $Q_s$ positive. If $\phi_s$ were positive or zero, the left-hand side would be positive or zero, which contradicts the equation. Therefore $\phi_s<0$. The electron energy $-q\phi$ is raised at the surface, and the p-type silicon accumulates holes. A more positive gate voltage is needed to remove this bending, which agrees with the sign found in (b).

The size of $\phi_s$ depends on the silicon. For $t=12$ nm, a bulk hole density of $10^{17}\ \mathrm{cm^{-3}}$ and 300 K, with fully ionized acceptors and mobile carriers in Boltzmann statistics, the numerical solution gives $\phi_s=-0.0468$ V. The third figure belongs to this model: Fermi–Dirac statistics with incomplete ionization of the acceptors move the value by 1 to 1.5 mV, to between $-0.045$ and $-0.046$ V. Equation (1) then yields the silicon charge. With $C_{ox}=0.2878\ \mathrm{\mu F/cm^2}$,

$$Q_s=C_{ox}\left(\phi_s+\frac{qNx}{\varepsilon_{ox}}\right)=0.2878\,(-0.0468+0.2320)\ \mathrm{\mu C/cm^2}=+0.053\ \mathrm{\mu C/cm^2}.$$

Overall neutrality requires $Q_g+Q_s-qN=0$, so

$$Q_g=(0.160-0.053)\ \mathrm{\mu C/cm^2}=+0.107\ \mathrm{\mu C/cm^2}.$$

About one third of the balancing charge is in the silicon and two thirds on the gate.

A limiting case makes this division plausible. If the silicon screened as well as a metal, $\phi_s$ would be negligible, and (1) at $V=0$ would give

$$Q_s=C_{ox}\frac{qNx}{\varepsilon_{ox}}=qN\frac{x}{t},$$

which is $5/12$, or 42%, of $qN$. The real silicon surface takes up part of the voltage itself, so $\phi_s<0$ lowers $Q_s$ below this value.

The surface potential of $-0.0468$ V is not the flat-band shift with its sign reversed. The shift is the change in gate voltage that restores $\phi_s=0$, and at this doping about 80% of the voltage change appears across the oxide. The share falls with doping and is below one half at $10^{15}\ \mathrm{cm^{-3}}$.

### (d) The capacitance–voltage curve

In equation (1) the trapped charge appears in the last term alone, and that term does not contain $\phi_s$. For any chosen surface potential, the required gate voltage thus rises by the same amount, $qNx/\varepsilon_{ox}$. The numerical solution tests this away from flat band: at $\phi_s=-0.1$ V (accumulation) and at $\phi_s=+0.3$ V (depletion) the shift is again $+0.2320$ V.

The capacitance per area is $C=dQ_g/dV$. Since $N$ is fixed, neutrality gives $dQ_g=-dQ_s$. Differentiating (1) gives $dV=d\phi_s-dQ_s/C_{ox}$. Dividing by $-dQ_s$,

$$\frac1C=\frac{dV}{-dQ_s}=\frac{1}{C_{ox}}+\frac{1}{C_s(\phi_s)},\qquad C_s=-\frac{dQ_s}{d\phi_s} .$$

The capacitance is a function of $\phi_s$ that does not involve the trapped charge. Each point of the curve keeps its height and moves along the voltage axis by $\Delta V_{FB}$:

$$C_{\text{after}}(V)=C_{\text{before}}(V-\Delta V_{FB}) .$$

The whole curve moves 0.23 V towards positive voltage without a change of shape. The derivation assumes that the silicon charge stays in equilibrium with $\phi_s$ and that the trapped charge does not change during the sweep. A high-frequency curve, in which the minority carriers do not follow the small signal, shifts rigidly too if the bias is swept slowly, because its $C_s$ is again fixed by the bias value of $\phi_s$ alone. If the trapped density depended on gate voltage, the last term of (1) would vary along the curve and distort it.

### (e) Other positions of the charge

The formula in (b) holds for any position in the oxide, with the distance measured from the gate. For electrons at the silicon surface of the 12 nm oxide, $x=t$ and

$$\Delta V_{FB}=\frac{qNt}{\varepsilon_{ox}}=\frac{qN}{C_{ox}}=\frac{0.16022}{0.2878}\ \mathrm{V}=0.557\ \mathrm{V}.$$

For electrons 5 nm from the silicon, the distance from the gate is $12-5=7$ nm:

$$\Delta V_{FB}=(4.640\times10^{5}\ \mathrm{V/cm})(7\times10^{-7}\ \mathrm{cm})=0.325\ \mathrm{V}.$$

Neither value answers part (b). The first comes from dividing $qN$ by the full oxide capacitance, which is right for charge at the silicon surface alone; the second comes from measuring 5 nm from the wrong side.

In the opposite limit, $x\to0$, the shift vanishes. The electrons and their balancing charge on the gate then lie so close together that the field between them spans no appreciable voltage.

If the electrons are spread through the oxide with volume density $n(x')$, divide the oxide into thin sheets with $n(x')\,dx'$ electrons per area. At flat band the silicon contributes no charge, and the potential in the oxide depends linearly on the charge there. The contributions of the sheets therefore add:

$$\Delta V_{FB}=\frac{q}{\varepsilon_{ox}}\int_0^t x'\,n(x')\,dx'=\frac{qN\bar x}{\varepsilon_{ox}},$$

where

$$N=\int_0^t n\,dx',\qquad \bar x=\frac1N\int_0^t x'\,n\,dx' .$$

The sheet position is replaced by the mean distance of the electrons from the gate. For a uniform distribution $\bar x=t/2$, and the shift is half of that for the same number of electrons at the silicon surface.

### (f) What the shift reveals

A flat-band shift gives the product

$$N\bar x=\frac{\varepsilon_{ox}\,\Delta V_{FB}}{q}$$

and neither factor separately. For example, $2\times10^{12}\ \mathrm{cm^{-2}}$ electrons at 2.5 nm also give $+0.2320$ V, as the numerical solution confirms.

The thickness nevertheless supplies a bound. If all the trapped charge is electrons inside the oxide, then $\bar x\le t$, so

$$N\ge\frac{\varepsilon_{ox}\,\Delta V_{FB}}{qt}=10^{12}\times\frac{5}{12}\ \mathrm{cm^{-2}}\approx4.2\times10^{11}\ \mathrm{cm^{-2}} .$$

To separate $N$ and $x$, a second measurement must weight the charge differently. One choice is the gate voltage that produces a given field $E_1$ at the gate. A tunnelling current from the gate can indicate this field if the tunnelling path ends before the electrons reach the trapped sheet. The path length is the barrier height divided by $q|E_1|$, so for a 3.1 eV barrier and a sheet at 5 nm this needs $|E_1|>6.2$ MV/cm. The measurement must be brief enough that the current does not change $N$. From part (c), $E_2=E_1-qN/\varepsilon_{ox}$, so

$$V=E_1x+\left(E_1-\frac{qN}{\varepsilon_{ox}}\right)(t-x)+\phi_s
=E_1t-\frac{qN(t-x)}{\varepsilon_{ox}}+\phi_s .$$

At fixed $E_1$, and if the change in $\phi_s$ is small enough to neglect, trapping changes the required voltage by

$$\Delta V_g=-\frac{qN(t-x)}{\varepsilon_{ox}} .$$

This shift is negative: electron emission from the gate needs a negative gate voltage, and the trapped electrons oppose it, so the voltage must become more negative. Subtracting the two shifts eliminates $x$:

$$\Delta V_{FB}-\Delta V_g=\frac{qNt}{\varepsilon_{ox}},\qquad
\frac{x}{t}=\frac{\Delta V_{FB}}{\Delta V_{FB}-\Delta V_g} .$$

In the present example $\Delta V_g=-0.325$ V would be expected if $\phi_s$ did not change. At gate fields of 6.5 to 10 MV/cm the accumulation layer is degenerate, and the change in $\phi_s$ makes $\Delta V_g$ more negative by about 10 mV. Ignoring it raises the inferred $N$ and lowers the inferred $x$ by 1 to 2%. Take the value $-0.325$ V. The difference is then 0.557 V, which corresponds to $N=10^{12}\ \mathrm{cm^{-2}}$, and $x=12\times0.232/0.557$ nm $=5.0$ nm.

### (g) Conditions for the result

**Lateral uniformity.** The area per electron, $1/N$, is that of a square with side $N^{-1/2}=10.0$ nm, twice the distance of the electrons from the gate. The potential close to the sheet therefore varies from place to place, and the uniform sheet does not describe it locally. The value 0.23 V belongs to the laterally averaged model. The average of the oxide potential over the area obeys the one-dimensional Poisson equation with the averaged charge, because that equation is linear. The silicon charge is a nonlinear function of potential, so if the variation reaches the silicon, there need be no single gate voltage at which all of its surface is at flat band. For the capacitor of part (c), an estimate with linear screening gives a variation at the silicon surface of about 2 mV peak to peak for electrons on a square lattice. For randomly placed electrons it gives about 17 mV rms, comparable to $kT/q=26$ mV.

**Fixed charge and no other changes.** Electrons that leave or enter traps during the measurement change $N$. If the stress also creates charge at the silicon surface or traps holes in the oxide, their contributions add to the measured shift, and 0.23 V is then the electron part alone. Fixed charge that was present before trapping and stays unchanged cancels in the difference.

**A metal gate.** The derivation places the gate charge at $x'=0$. In a semiconductor gate the charge $+qN$ occupies a layer of finite depth, and the voltage across that layer must be added to the oxide drop.

The numerical output gives the parameters of the model capacitor and the computed fields and shifts.

## Values computed for the example and the checks

```
INPUTS
trapped electron density: 1.00e+12 cm^-2
distance from gate: 5.0 nm
distance from gate: 5.0e-07 cm
relative permittivity of SiO2: 3.9
elementary charge: 1.6022e-19 C
vacuum permittivity: 8.8542e-14 F/cm
FORMULA
sheet charge: -1.6022e-07 C/cm^2
oxide permittivity: 3.4531e-13 F/cm
gate-to-sheet capacitance: 0.6906 uF/cm^2
field between gate and sheet: 0.4640 MV/cm
flat-band shift: +0.2320 V
flat-band shift: +232.0 mV
mean electron spacing: 10.0 nm
MODEL CAPACITOR
oxide thickness: 12.0 nm
thicker oxide for comparison: 20.0 nm
hole density in silicon bulk: 1.0e+17 cm^-3
intrinsic density: 1.0e+10 cm^-3
relative permittivity of silicon: 11.7
temperature: 300 K
POISSON SOLUTION
flat-band shift: +0.2320 V
flat-band shift, thicker oxide: +0.2320 V
shift at surface potential -0.1 V: +0.2320 V
shift at surface potential +0.3 V: +0.2320 V
shift, doubled density at half distance: +0.2320 V
field on gate side of sheet: 0.4640 MV/cm
field on silicon side of sheet: 0.0000 MV/cm
gate charge at flat band: +1.6022e-07 C/cm^2
surface potential at old flat-band voltage: -0.0468 V
TYPICAL ERRORS
full oxide capacitance: 0.2878 uF/cm^2
shift if charge were at silicon interface: +0.5568 V
shift if 5 nm were taken from silicon: +0.3248 V
```
